From the Kubo Formula to Kubo-Greenwood Conductivity on a Disordered Chain

**1. An apparent dc conductivity that will not settle**

A tight-binding chain of 200 sites has hopping energy t, lattice constant a and random site energies spread evenly between −2t and 2t. If every sharp transition energy is given a Lorentzian half-width ħη, its conductivity at zero frequency, averaged over 200 disorder samples, is 0.610 e²a/ħ for ħη = 0.2t. For ħη = 0.1t, 0.05t and 0.025t it is 0.491, 0.346 and 0.221 in the same unit. Each of these sample means has a standard error of about 0.01. Averaged instead over a window of transition energies 0.1t wide centred at ħω = 0.35t, with no Lorentzian, the conductivity is 1.07. All these values are for zero chemical potential and k_BT = 0.05t. To see what the falling numbers mean, one needs the formula behind them, with the roles of η, of the system size and of the zero-frequency part kept apart.

**2. Model and current**

Take independent electrons of charge q, with q² = e², on a ring of N sites and length L = Na. Let S = Σᵢ |i+1⟩⟨i| move an electron one site forward. For each spin,

H = Σᵢ εᵢ |i⟩⟨i| − t(S + S†).   (1)

A uniform field around a ring has no single-valued scalar potential, so it is described by a vector potential A(t), with E = −dA/dt. A hop forward acquires the phase φ = qAa/ħ:

H(A) = Σᵢ εᵢ |i⟩⟨i| − t(e^{iφ}S + e^{−iφ}S†).   (2)

This is the Peierls substitution. It assumes one orbital per site and no dipole matrix elements between orbitals.

The total current operator is J = −∂H/∂A. Indeed, the energy changes at the rate ⟨∂H/∂A⟩ dA/dt = ⟨J⟩E, which must equal L j E. In one dimension j is simply the current, so j = ⟨J⟩/L.

Expanding e^{±iφ} = 1 ± iφ − φ²/2 in (2) gives

H(A) = H − qAv − (q²a²A²/2ħ²)T,   (3)

v = (ita/ħ)(S − S†),   T = −t(S + S†).   (4)

Here v is the velocity and T the hopping energy. Differentiating (3),

J = qv + (q²a²/ħ²)T A.   (5)

The second, diamagnetic term is already proportional to the field, so linear response needs only its equilibrium average.

**3. Linear response**

Let A(t) = A e^{−izt} with z = ω + iη and η > 0, so that the field grows slowly from zero in the distant past. Then E = izA, or

A = E/(iz).   (6)

To first order the perturbation is −J₀A(t), with J₀ = qv summed over all electrons. In the interaction picture the density matrix ρ₀ + δρ obeys

iħ dδρ/dt = −A(t)[J₀(t), ρ₀],

and therefore

δρ(t) = (i/ħ) ∫_{−∞}^{t} dt′ A(t′)[J₀(t′), ρ₀].

Multiplying by J₀(t), taking the trace and permuting cyclically gives

δ⟨J₀⟩(t) = (i/ħ) ∫_{−∞}^{t} dt′ ⟨[J₀(t), J₀(t′)]⟩ A(t′).   (7)

In equilibrium the commutator depends on t − t′ alone. With that difference as the new variable, δ⟨J₀⟩ = χ(z)A(t), where

χ(z) = (i/ħ) ∫₀^∞ dt e^{izt} ⟨[J₀(t), J₀(0)]⟩.   (8)

There is no equilibrium current to subtract: H is a real matrix, its eigenvectors can be chosen real, and v, which is imaginary and antisymmetric, then has no diagonal elements. Adding the diamagnetic term and using (6),

σ(z) = [χ(z) + K]/(izL),   K = (q²a²/ħ²)⟨T⟩.   (9)

This is the current-current Kubo formula. Averages in (8) and (9) include both spins. Up to this point the electrons could interact, provided the interaction does not depend on A.

**4. Independent electrons**

Let H|m⟩ = E_m|m⟩, and let c_m remove an electron from level m. For one spin the velocity is Σ_mn v_mn c†_m c_n, and without interactions each product evolves by a phase:

c†_m c_n (t) = e^{i(E_m−E_n)t/ħ} c†_m c_n.   (10)

For the commutator, move the inner operators past each other:

c†_m c_n c†_k c_l = δ_nk c†_m c_l − c†_m c†_k c_n c_l,
c†_k c_l c†_m c_n = δ_ml c†_k c_n − c†_k c†_m c_l c_n.

The last terms are equal, because exchanging both the creation pair and the annihilation pair gives two minus signs. Subtraction leaves

[c†_m c_n, c†_k c_l] = δ_nk c†_m c_l − δ_ml c†_k c_n.   (11)

In the grand-canonical ensemble ⟨c†_m c_n⟩ = f_m δ_mn, with f_m the Fermi function at E_m. The average of (11) is δ_nk δ_ml (f_m − f_n). The remaining velocity factors are v_mn v_nm = |v_mn|². Operators of different spin commute, so spin contributes a factor g = 2:

⟨[J₀(t), J₀(0)]⟩ = gq² Σ_mn (f_m − f_n)|v_mn|² e^{i(E_m−E_n)t/ħ}.   (12)

The occupation difference thus comes from the commutator. It is also the net rate factor for absorption minus emission: f_m(1 − f_n) − f_n(1 − f_m) = f_m − f_n.

Write Δ = E_n − E_m for each pair. Since η > 0, the time integral converges:

(i/ħ) ∫₀^∞ dt e^{i(z−Δ/ħ)t} = (i/ħ) · i/(z − Δ/ħ) = 1/(Δ − ħz).

Hence

χ(z) = gq² Σ′_mn (f_m − f_n)|v_mn|²/(Δ − ħz).   (13)

The prime excludes pairs of equal energy. They contribute nothing, since their occupations are equal, and leaving them out now permits division by Δ.

**5. Separating the Drude part**

Equation (9) contains 1/z, which looks singular at low frequency. The identity

1/(Δ − ħz) = 1/Δ + ħz/[Δ(Δ − ħz)]   (14)

isolates the singular part. In the second term the factor z cancels the 1/z of (9), and 1/[i(Δ − ħz)] = i/(ħz − Δ). The first term joins K, and 1/(iz) = −i/z. Therefore

σ(z) = iD/z + (igq²ħ/L) Σ′_mn [(f_m − f_n)/Δ] |v_mn|²/(ħz − Δ),   (15)

D = −(1/L){K + gq² Σ′_mn (f_m − f_n)|v_mn|²/Δ}.   (16)

D is the Drude weight, and the sum in (15) is the regular conductivity.

The meaning of D follows from the levels as functions of a static A. For non-degenerate levels, as in a generic disordered ring, second-order perturbation theory applied to (3) gives

∂²E_m/∂A² = −(q²a²/ħ²)T_mm + 2q² Σ′_n |v_mn|²/(E_m − E_n).

Multiply by g f_m and sum over m. In the double sum, average the expression with the one in which m and n are exchanged:

2 Σ′_mn f_m|v_mn|²/(E_m − E_n) = −Σ′_mn (f_m − f_n)|v_mn|²/Δ.

Comparison with (16) yields

D = (g/L) Σ_m f_m ∂²E_m/∂A².   (17)

The occupations are held fixed while the levels bend, as befits an isolated system driven slowly. D is therefore the occupation-weighted sum of the level curvatures with respect to a phase around the ring. The curvatures have both signs and can cancel, so D can be negative, and it can be small even when individual levels respond strongly. If a state has negligible amplitude at some bond, a gauge transformation can gather the whole phase there, and its energy hardly changes. Localized states on a long ring thus give a negligible D.

The exactly clean ring is the opposite case. With all εᵢ equal, v commutes with H and connects only states of equal energy. The regular part vanishes and D = −K/L. At finite temperature this value is not approached as the disorder goes to zero at fixed N. Weak disorder splits each degenerate pair by a small Δ, the factor (f_m − f_n)/Δ becomes −df/dE, and the pair's weight passes from D to the regular part at very low frequency. With site energies spread over only 0.001t, zero chemical potential and k_BT = 0.05t, |D| is about 10⁻² of −K/L for N = 100 and 10⁻⁵ for N = 200, although the states are extended. A small D therefore does not by itself show localization.

A single ring of ten sites shows the size of the two parts. Its site energies are drawn from the same interval, the chemical potential is zero and k_BT = 0.05t. Diagonalization and (16) give D = 0.04347 e²at/ħ². At ħz = (0.3 + 0.2i)t the Drude term, in units of e²a/ħ, is

iD/z = 0.04347 i/(0.3 + 0.2i) = 0.04347 (0.2 + 0.3i)/0.13 = 0.0669 + 0.1003i.

The regular part is 0.1054 − 0.1210i, so σ = 0.1723 − 0.0207i. For this ring, dropping D would remove more than a third of the real part at this frequency and broadening. The share is specific to the sample: among ten-site rings D varies widely in size and is negative in about a third of the draws.

**6. The Kubo-Greenwood formula**

For real x and small positive s,

Re[i/(x + is)] = s/(x² + s²) → πδ(x) as s → 0.   (18)

Applied to (15) with x = ħω − Δ and s = ħη, this gives

Re σ_reg(ω) = (πgq²ħ/L) Σ′_mn [(f_m − f_n)/Δ] |v_mn|² δ(ħω − Δ).   (19)

For ω > 0 the delta function allows Δ to be replaced by ħω:

Re σ(ω) = (πgq²/(Lω)) Σ_mn (f_m − f_n)|v_mn|² δ(ħω − E_n + E_m).   (20)

This is the Kubo-Greenwood formula. Every term is non-negative, because the lower level has the larger thermal occupation. At ω = 0 the Drude term adds πDδ(ω), which (20) does not contain.

The total weight is fixed by K. Integrate (19) over positive ω. Each delta function gives 1/ħ, and only pairs with Δ > 0 count. The summand is unchanged when m and n are exchanged, so these pairs supply half of the full sum, and (16) expresses that sum through K and D:

∫₀^∞ Re σ_reg dω = (πgq²/2L) Σ′_mn (f_m − f_n)|v_mn|²/Δ = (π/2)(−K/L − D).   (21)

Disorder can move weight from the Drude peak to finite frequency. The total also changes if disorder changes the hopping energy in K.

For a dc conductivity, the order of limits matters. Define

F(E,E′) = (1/L) Σ_mn |v_mn|² δ(E − E_m) δ(E′ − E_n).

Then (20) becomes

Re σ(ω) = πgq²ħ ∫dE {[f(E) − f(E+ħω)]/(ħω)} F(E, E+ħω).   (22)

If F becomes a smooth function as L → ∞, one may afterwards let ω → 0. The braces tend to −df/dE, and

σ_dc = πgq²ħ ∫dE (−df/dE) F(E,E).   (23)

On a finite ring F is a set of spikes, and (23) has no meaning without some smoothing.

The reduction fails where its assumptions do. With interactions, (10) no longer holds, and the response is not a sum over pairs of one-electron levels. Coupling to phonons adds transitions in which the lattice takes up or supplies energy. The field E here is the total field acting on the electrons; a response to the applied field would also require the field of the induced charges.

**7. The disordered chain**

In the example the εᵢ are independent and uniform in [−W/2, W/2] with W = 4t. The chemical potential is zero and k_BT = 0.05t. Each ring is diagonalized numerically.

The localization length sets the scale on which a ring counts as long. At energy E the amplitudes satisfy

ψᵢ₊₁ = [(εᵢ − E)/t]ψᵢ − ψᵢ₋₁.   (24)

The mean of ln|ψᵢ₊₁/ψᵢ| is the growth rate per site, and its inverse is the localization length in units of a. Iterating (24) over 300 000 random sites at E = 0 gives 6.3a. Rings of 100 and 200 sites are about 16 and 32 times as long.

No Lorentzian broadening is needed for the spectrum; a bin average, whose resolution is the bin width, takes its place. Averaging (19) over a bin of energy width b replaces each delta function by 1/b if Δ lies in the bin and by zero otherwise:

σ_bin = (πgq²ħ/(Lb)) Σ_{Δ in bin} [(f_m − f_n)/Δ] |v_mn|².   (25)

With b = 0.1t, 200 samples for N = 200 and 400 samples for N = 100, some of the bins are as follows. Conductivities are in e²a/ħ, with the standard error of the sample mean.

ħω/t    N = 200        N = 100
0.05    0.257 ± 0.015  0.263 ± 0.015
0.15    0.740 ± 0.030  0.705 ± 0.030
0.35    1.065 ± 0.038  1.046 ± 0.037
0.55    0.985 ± 0.034  0.998 ± 0.032
0.95    0.707 ± 0.023  0.688 ± 0.022
1.95    0.285 ± 0.008  0.282 ± 0.008
3.95    0.052 ± 0.002  0.047 ± 0.002

The two sizes agree within two combined standard errors in these bins. For N = 200 the highest bin is centred at 0.35t, but the maximum is broad and the errors do not fix its position to one bin. For a = 0.25 nm its height is 6.5 × 10⁻¹⁴ S m, the unit appropriate to a current divided by a field.

The Drude weight is negligible on the long rings. The mean of |D|, as a share of −K/L, is 8.6 × 10⁻² for N = 20 and 3 × 10⁻⁸ for N = 100; for N = 200 it is at the level of rounding error. Correspondingly, for N = 200 the area under the binned spectrum is 1.565 e²at/ħ², equal to −πK/(2L) at the digits shown, as (21) requires when D = 0.

**8. Why the low-frequency conductivity is small**

From (4), v = (i/ħ)[H, x] on an open stretch of chain. For localized states the ring can be cut where their amplitudes are negligible, so that

v_mn = (i/ħ)(E_m − E_n)x_mn,   |v_mn|² = ω²|x_mn|² when Δ = ħω.   (26)

Slow transitions between localized states therefore carry little velocity unless the position matrix element is large. Inserting (26) into (20),

Re σ(ω) = (πgq²ω/L) Σ_mn (f_m − f_n)|x_mn|² δ(ħω − Δ).   (27)

The occupation difference brings another power of ω, since ∫dE [f(E) − f(E+ħω)] = ħω. If the density of pairs, weighted with |x_mn|², were independent of both energy and frequency, the result would be Re σ ∝ ω².

The computed spectrum rises more slowly. For a law ω², the averages over the bins from 0.1t to 0.2t and from 0 to 0.1t would have the ratio (0.2³ − 0.1³)/0.1³ = 7. For N = 200 the ratio is 0.740/0.257 = 2.9. The weighted pair density must therefore be larger in the lower bin. A plausible cause is pairs of distant localized states that happen to be nearly resonant and mix, which gives them a large x_mn at a small splitting. The calculation does not isolate such pairs, so this remains a conjecture.

**9. What the broadening measured**

At ω = 0 the regular part of (15) is

σ_reg(0;η) = (gq²ħ/L) Σ′_mn [(f_m − f_n)/Δ] |v_mn|² ħη/(Δ² + ħ²η²).   (28)

The imaginary part has cancelled between (m,n) and (n,m). Comparison with (19) shows that

σ_reg(0;η) = ∫_{−∞}^{∞} dω (1/π) η/(ω² + η²) Re σ_reg(ω).   (29)

The apparent dc conductivity is an average of the spectrum over a Lorentzian of half-width η. Half of the weight of that Lorentzian lies at |ω| > η. With ħη = 0.2t the average reaches well into the broad maximum, and the result is 0.610 e²a/ħ. As η shrinks, more of the Lorentzian weight falls in the depleted region near ω = 0, and the value falls to 0.221 at ħη = 0.025t. The tails still matter: a share 1 − (2/π) arctan 4 = 0.16 of the weight then lies at |ħω| > 0.1t, where the spectrum up to about ħω = t is several times its value in the lowest bin, and this part supplies roughly half of the result.

This fall must be distinguished from a trivial one. On any finite ring the smallest non-zero |Δ| is positive, so (28) vanishes in proportion to η once ħη is far below it. A conductor cut to finite length would show that too. Here, however, halving the length from 200 to 100 sites changes the four values by about 1 to 2 per cent, less than their sampling error of 2 to 4 per cent: at ħη = 0.025t, N = 100 gives 0.225. The fall over the computed range is thus not set by the ring length. It reflects the low-frequency depletion of the spectrum.

The data stop at ħη = 0.025t and do not by themselves establish the limit η → 0 of an infinite chain. They do show that none of the four values can be quoted as the dc conductivity of this model. If η stood for a real relaxation process, a finite value could be physical, but that process would have to be derived from a coupling absent from (1).
